# The Weak-Field Hall Coefficient of Coexisting Electrons and Holes: verification in Python

```python
"""Weak-field Hall coefficient of coexisting holes and electrons.

Result under test: R0 = (p*mu_h**2 - n*mu_e**2) / (e*(p*mu_h + n*mu_e)**2)
p, n: hole and electron densities; mu_h, mu_e: positive drift mobilities;
e: positive elementary charge. B is along z, current along x, total j_y = 0,
and R = E_y/(j_x*B). Densities are uniform unless the width is studied.
Independent road: velocity correlations along cyclotron orbits, averaged over
a Maxwell distribution, and discretized drift-diffusion balances.
SI units throughout.
"""
import numpy as np
from scipy.constants import e, k
from scipy.optimize import brentq

p, n = 4.0e21, 1.0e21
mu_h, mu_e = 0.05, 0.15
B, E_x = 0.1, 100.0
temperature, lifetime = 300.0, 1.0e-6


def orbit_tensor(density, mobility, sign, field, power=0):
    """Conductivity tensor; relaxation time varies as speed**power.

    Speeds are in units of sqrt(kT/m), times in units of the transport mean
    relaxation time, so the signed cyclotron frequency is sign*mobility*field.
    """
    x, wx = np.polynomial.legendre.leggauss(160)
    speed, w_speed = 6 * (x + 1), 6 * wx
    w_speed = w_speed * speed**2 * np.exp(-speed**2 / 2)
    w_speed /= w_speed.sum()
    tau = speed**float(power)
    tau /= np.sum(w_speed * speed**2 * tau) / np.sum(w_speed * speed**2)
    cosine, w_cos = np.polynomial.legendre.leggauss(4)
    azimuth = 2 * np.pi * np.arange(8) / 8
    age, w_age = np.polynomial.laguerre.laggauss(40)
    planar = speed[:, None, None] * np.sqrt(1 - cosine**2)[None, :, None]
    vx = (planar * np.cos(azimuth))[..., None]
    vy = (planar * np.sin(azimuth))[..., None]
    angle = (sign * mobility * field * tau[:, None] * age)[:, None, None, :]
    past_x = vx * np.cos(angle) - vy * np.sin(angle)
    past_y = vy * np.cos(angle) + vx * np.sin(angle)
    weight = (w_speed * tau)[:, None, None, None] \
        * (w_cos / 2)[None, :, None, None] / 8 * w_age
    corr = [[np.sum(weight * a * b) for b in (past_x, past_y)]
            for a in (vx, vy)]
    return e * density * mobility * np.array(corr)


def orbit_hall(holes, electrons, field, power_h=0, power_e=0):
    """Hall coefficient from numerical inversion of the summed tensor."""
    total = np.zeros((2, 2))
    if holes > 0:
        total += orbit_tensor(holes, mu_h, 1, field, power_h)
    if electrons > 0:
        total += orbit_tensor(electrons, mu_e, -1, field, power_e)
    return np.linalg.inv(total)[1, 0] / field


def weak_hall(holes, electrons, r_h=1.0, r_e=1.0):
    top = r_h * holes * mu_h**2 - r_e * electrons * mu_e**2
    return top / (e * (holes * mu_h + electrons * mu_e)**2)


def full_hall(field):
    extra = (mu_h * mu_e * field)**2
    top = p * mu_h**2 - n * mu_e**2 + (p - n) * extra
    return top / (e * ((p * mu_h + n * mu_e)**2 + (p - n)**2 * extra))


S = p * mu_h + n * mu_e
R0 = weak_hall(p, n)

# Weak-field law, one-carrier limits, and the law at any field
tiny = 1e-3
R_orbit = orbit_hall(p, n, tiny)
assert np.isclose(R_orbit, R0, rtol=1e-6)
assert np.isclose(orbit_hall(p, 0, tiny), 1 / (p * e), rtol=1e-6)
assert np.isclose(orbit_hall(0, n, tiny), -1 / (n * e), rtol=1e-6)
for field in (0.1, 1.0, 5.0):
    assert np.isclose(orbit_hall(p, n, field), full_hall(field), rtol=1e-7)

# Leading finite-field correction; omitted terms are of relative order 1e-4
R_B = orbit_hall(p, n, B)
shift = ((p - n) * p * n * (mu_h * mu_e * (mu_h + mu_e) * B)**2
         / (e * S**4))
assert np.isclose(R_B - R0, shift, rtol=2e-3)

# Sign changes with density ratio and with field
ratio_zero = (mu_e / mu_h)**2
assert orbit_hall(0.99 * ratio_zero * n, n, tiny) < 0
assert orbit_hall(1.01 * ratio_zero * n, n, tiny) > 0
B_zero = np.sqrt((n * mu_e**2 - p * mu_h**2) / (p - n)) / (mu_h * mu_e)
assert orbit_hall(p, n, 0.99 * B_zero) < 0 < orbit_hall(p, n, 1.01 * B_zero)

# Equal transverse particle fluxes although the total current vanishes
tensor_h = orbit_tensor(p, mu_h, 1, B)
tensor_e = orbit_tensor(n, mu_e, -1, B)
total = tensor_h + tensor_e
E_y = -total[1, 0] * E_x / total[1, 1]
E_vector = np.array([E_x, E_y])
flux_h = (tensor_h @ E_vector)[1] / e
flux_e = -(tensor_e @ E_vector)[1] / e
flux_formula = -p * n * mu_h * mu_e * (mu_h + mu_e) * B * E_x / S
assert np.isclose(flux_h, flux_e, rtol=1e-8)
assert np.isclose(flux_h, flux_formula, rtol=1e-3)

# Hall factors: constant mean free path for one or both carriers
r_path = 3 * np.pi / 8
R_mixed = orbit_hall(p, n, tiny, power_h=-1)
R_both = orbit_hall(p, n, tiny, power_h=-1, power_e=-1)
assert np.isclose(R_mixed, weak_hall(p, n, r_h=r_path), rtol=1e-4)
assert np.isclose(R_both, weak_hall(p, n, r_path, r_path), rtol=1e-4)

# Influence of width and of recombination at the side faces
V_T = k * temperature / e
D_h, D_e = V_T * mu_h, V_T * mu_e
D_a = V_T * mu_h * mu_e * (p + n) / S
L = np.sqrt(D_a * lifetime)
R_blocked = (p * mu_h - n * mu_e) / (e * (p + n) * S)


def width_formula(width):
    u = width / (2 * L)
    return R0 + (R_blocked - R0) * np.tanh(u) / u


def width_numeric(width, fast_faces=False, cells=300):
    """Solve hole balance and zero total current for excess density and E_y."""
    h = width / cells
    size = 2 * cells + 1
    matrix, rhs = np.zeros((size, size)), np.zeros(size)
    for i in range(cells + 1):
        volume = h if 0 < i < cells else h / 2
        matrix[i, i] += volume / lifetime
    for j in range(cells):
        field_column = cells + 1 + j
        hole_row = np.zeros(size)
        hole_row[[j, j + 1, field_column]] = D_h / h, -D_h / h, p * mu_h
        hole_drive = -p * mu_h**2 * B * E_x
        electron_row = np.zeros(size)
        electron_row[[j, j + 1, field_column]] = D_e / h, -D_e / h, -n * mu_e
        electron_drive = -n * mu_e**2 * B * E_x
        matrix[j] += hole_row
        rhs[j] -= hole_drive
        matrix[j + 1] -= hole_row
        rhs[j + 1] += hole_drive
        matrix[field_column] = hole_row - electron_row
        rhs[field_column] = electron_drive - hole_drive
    if fast_faces:
        for i in (0, cells):
            matrix[i] = 0
            matrix[i, i] = 1
            rhs[i] = 0
    # Excess density is rescaled so that all unknowns have similar size
    scale = np.ones(size)
    scale[:cells + 1] = n
    solution = np.linalg.solve(matrix * scale, rhs) * scale
    return solution[cells + 1:].mean() / (e * S * E_x * B)


widths = (1e-5, 1e-4, 1e-3)
numeric = [width_numeric(w) for w in widths]
span = abs(R_blocked - R0)
for w, value in zip(widths, numeric):
    # Discretization error is of second order in the cell size
    assert abs(value - width_formula(w)) < 1e-3 * span
assert abs(width_numeric(1e-7) - R_blocked) < 1e-3 * span
R_fast = width_numeric(1e-5, fast_faces=True)
assert np.isclose(R_fast, R0, rtol=1e-6)
w_zero = brentq(width_formula, 1e-7, 1e-2)
assert width_numeric(0.95 * w_zero) > 0 > width_numeric(1.05 * w_zero)

print(f"hole density p = {p:.3e} m^-3")
print(f"electron density n = {n:.3e} m^-3")
print(f"hole mobility = {mu_h:.3f} m^2/(V s)")
print(f"electron mobility = {mu_e:.3f} m^2/(V s)")
print(f"magnetic field B = {B:.3f} T")
print(f"longitudinal field E_x = {E_x:.1f} V/m")
print(f"mu_h B = {mu_h * B:.4f}, mu_e B = {mu_e * B:.4f} (no unit)")
print(f"p mu_h^2 = {p * mu_h**2:.4e} m/(V^2 s^2)")
print(f"n mu_e^2 = {n * mu_e**2:.4e} m/(V^2 s^2)")
print(f"numerator difference = {p*mu_h**2 - n*mu_e**2:.4e} m/(V^2 s^2)")
print(f"p mu_h = {p * mu_h:.4e} 1/(m V s)")
print(f"n mu_e = {n * mu_e:.4e} 1/(m V s)")
print(f"S = {S:.4e} 1/(m V s)")
print(f"zero-field conductivity e S = {e * S:.4f} S/m")
print(f"R0, formula = {R0:.6e} m^3/C = {R0 * 1e6:.2f} cm^3/C")
print(f"R, orbit average at {tiny} T = {R_orbit:.6e} m^3/C")
print(f"holes alone 1/(pe) = {1 / (p * e):.4e} m^3/C")
print(f"electrons alone -1/(ne) = {-1 / (n * e):.4e} m^3/C")
print(f"R, orbit average at B = {R_B:.6e} m^3/C")
print(f"R(B)-R0, orbit average = {R_B - R0:.4e} m^3/C")
print(f"R(B)-R0, leading formula = {shift:.4e} m^3/C")
print(f"density ratio p/n at R0 = 0: {ratio_zero:.3f}")
print(f"field where R changes sign = {B_zero:.3f} T")
print(f"Hall field E_y at B = {E_y:.5f} V/m")
print(f"transverse hole flux = {flux_h:.5e} 1/(m^2 s)")
print(f"transverse electron flux = {flux_e:.5e} 1/(m^2 s)")
print(f"flux, weak-field formula = {flux_formula:.5e} 1/(m^2 s)")
print(f"Hall factor, constant mean free path = {r_path:.5f}")
print(f"R, that factor for holes only = {R_mixed:.5e} m^3/C")
print(f"R, that factor for both = {R_both:.5e} m^3/C")
print(f"temperature = {temperature:.1f} K")
print(f"bulk lifetime = {lifetime * 1e6:.2f} microseconds")
print(f"thermal voltage kT/e = {V_T:.5f} V")
print(f"ambipolar diffusion constant = {D_a:.4e} m^2/s")
print(f"ambipolar diffusion length = {L * 1e6:.2f} micrometres")
print(f"R, narrow sample, inert faces = {R_blocked:.5e} m^3/C")
for w, value in zip(widths, numeric):
    print(f"inert faces, width {w * 1e6:.0f} micrometres:")
    print(f"  R numeric = {value:.4e}, formula = {width_formula(w):.4e} m^3/C")
print(f"R, fast faces, width 10 micrometres = {R_fast:.5e} m^3/C")
print(f"width where R changes sign = {w_zero * 1e6:.2f} micrometres")
print("done: every assertion held")
```

Printed output:

```
hole density p = 4.000e+21 m^-3
electron density n = 1.000e+21 m^-3
hole mobility = 0.050 m^2/(V s)
electron mobility = 0.150 m^2/(V s)
magnetic field B = 0.100 T
longitudinal field E_x = 100.0 V/m
mu_h B = 0.0050, mu_e B = 0.0150 (no unit)
p mu_h^2 = 1.0000e+19 m/(V^2 s^2)
n mu_e^2 = 2.2500e+19 m/(V^2 s^2)
numerator difference = -1.2500e+19 m/(V^2 s^2)
p mu_h = 2.0000e+20 1/(m V s)
n mu_e = 1.5000e+20 1/(m V s)
S = 3.5000e+20 1/(m V s)
zero-field conductivity e S = 56.0762 S/m
R0, formula = -6.368887e-04 m^3/C = -636.89 cm^3/C
R, orbit average at 0.001 T = -6.368887e-04 m^3/C
holes alone 1/(pe) = 1.5604e-03 m^3/C
electrons alone -1/(ne) = -6.2415e-03 m^3/C
R, orbit average at B = -6.367764e-04 m^3/C
R(B)-R0, orbit average = 1.1230e-07 m^3/C
R(B)-R0, leading formula = 1.1230e-07 m^3/C
density ratio p/n at R0 = 0: 9.000
field where R changes sign = 8.607 T
Hall field E_y at B = -0.35704 V/m
transverse hole flux = -1.71405e+20 1/(m^2 s)
transverse electron flux = -1.71405e+20 1/(m^2 s)
flux, weak-field formula = -1.71429e+20 1/(m^2 s)
Hall factor, constant mean free path = 1.17810
R, that factor for holes only = -5.46146e-04 m^3/C
R, that factor for both = -7.50317e-04 m^3/C
temperature = 300.0 K
bulk lifetime = 1.00 microseconds
thermal voltage kT/e = 0.02585 V
ambipolar diffusion constant = 2.7699e-03 m^2/s
ambipolar diffusion length = 52.63 micrometres
R, narrow sample, inert faces = 1.78329e-04 m^3/C
inert faces, width 10 micrometres:
  R numeric = 1.7588e-04, formula = 1.7589e-04 m^3/C
inert faces, width 100 micrometres:
  R numeric = -2.0780e-06, formula = -2.0742e-06 m^3/C
inert faces, width 1000 micrometres:
  R numeric = -5.5112e-04, formula = -5.5108e-04 m^3/C
R, fast faces, width 10 micrometres = -6.36889e-04 m^3/C
width where R changes sign = 99.22 micrometres
done: every assertion held
```
